# Prebuckling Compression of an Alumina Scale from a Straight-Sided Buckle: a numerical check

```python
"""
Prebuckling compression of a scale from the shape of a straight-sided buckle.
Result under test:
    sigma0 = sigma_c * (1 + 3/4 (d/h)^2),  sigma_c = pi^2/12 * E' * (h/b)^2
h thickness, b half-width, d crest height, E' = E/(1-nu^2),
sigma0 equi-biaxial compression before buckling (positive number),
sigma_c membrane compression left across the buckle.
Independent roads: finite-rotation beam solved by shooting, Hooke's law with
quadrature, and finite elements for the elastic give of the buckle edges.
Stresses in GPa, lengths in micrometres unless stated.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import fsolve
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

E, nu = 380.0, 0.25
h, b, d = 2.0, 30.0, 3.0
E_alloy, nu_alloy = 200.0, 0.30      # rough values for a heat-resistant alloy
mismatch = 7e-6                      # rough expansion mismatch, 1/K
toughness = 3.5                      # rough alumina toughness, MPa m^0.5
Ep = E / (1 - nu**2)


def critical(h, b):
    return np.pi**2 / 12 * Ep * (h / b)**2


def infer(h, b, d):
    return critical(h, b) * (1 + 0.75 * (d / h)**2)


sc, s0 = critical(h, b), infer(h, b, d)
released = s0 - sc
eps0 = (1 - nu) * s0 / E
bending = np.pi**2 * Ep * h * d / (4 * b**2)
along = s0 - nu * released


# ---- finite-rotation, extensible beam: sigma0 is an unknown of the solution
def shooting(h, b, d):
    r = d / b

    def unpack(z):
        return np.pi**2 * z[0], np.pi**2 / 2 * r * z[1], r**2 * z[2]

    def miss(z):
        p, k, pre = unpack(z)

        def rhs(s, y):
            stretch = pre - p * (h / b)**2 / 12 * np.cos(y[0])
            return [y[1], -p * (1 + stretch) * np.sin(y[0]),
                    (1 + stretch) * np.cos(y[0]) - 1,
                    (1 + stretch) * np.sin(y[0])]
        y = solve_ivp(rhs, (0, 1), [0, -k, 0, 0], method="DOP853",
                      rtol=1e-11, atol=1e-14).y[:, -1]
        return [y[0] / r, y[2] / r**2, y[3] / r + 1]

    z = fsolve(miss, [1.0, 1.0, 1.0], epsfcn=1e-8, xtol=1e-10)
    assert np.max(np.abs(miss(z))) < 1e-6
    p, k, pre = unpack(z)
    return pre * Ep, p * (h / b)**2 / 12 * Ep, k / b


def beam_errors(h, b, d):
    full, thrust, curvature = shooting(h, b, d)
    return np.array([infer(h, b, d) / full - 1, critical(h, b) / thrust - 1,
                     np.pi**2 * d / (2 * b**2) / curvature - 1]), full


err, s0_finite = beam_errors(h, b, d)
err_shallow, _ = beam_errors(h / 10, b, d / 10)
assert np.max(np.abs(err)) < 0.02          # slope squared is about 0.025
assert np.max(np.abs(err_shallow)) < 3e-4  # slope squared is 100 times less

# ---- Hooke's law in plane stress, released strain by quadrature
compliance = np.array([[1, -nu], [-nu, 1]]) / E
strain_before = compliance @ np.array([-s0, -s0])
assert abs(strain_before[0] + eps0) < 1e-12


def profile(x):
    return d / 2 * (1 + np.cos(np.pi * x / b))


step = 1e-3
mean_release = quad(lambda x: 0.5 * ((profile(x + step) - profile(x - step))
                    / (2 * step))**2, 0, b)[0] / b
stress_after = np.linalg.solve(compliance,
                               strain_before + np.array([mean_release, 0]))
assert abs(stress_after[0] + sc) < 1e-5
assert abs(stress_after[1] + along) < 1e-5

# ---- sensitivities by finite differences
t = 1e-5
sens = []
for i in range(3):
    up, down = [h, b, d], [h, b, d]
    up[i] *= np.exp(t)
    down[i] *= np.exp(-t)
    sens.append(np.log(infer(*up) / infer(*down)) / (2 * t))
assert np.allclose(sens, [2 * sc / s0, -2, 2 * released / s0], atol=1e-7)

# ---- elastic give of the buckle edge: plane-strain quadratic elements
# Units here: h = 1, E' of the scale = 1. Symmetry plane at x = 0.
B, H = b / h, d / h
mass = np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]]) / 30
stiff = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / 3
conv = np.array([[-3, 4, -1], [-4, 0, 4], [1, -4, 3]]) / 6


def with_midpoints(edges):
    out = np.empty(2 * len(edges) - 1)
    out[::2] = edges
    out[1::2] = (edges[1:] + edges[:-1]) / 2
    return out


def element(lx, ly, young, poisson):
    c12 = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    g = young / (2 * (1 + poisson))
    c11 = c12 + 2 * g
    kx = np.kron(stiff / lx, mass * ly)
    ky = np.kron(mass * lx, stiff / ly)
    kxy = c12 * np.kron(conv.T, conv) + g * np.kron(conv, conv.T)
    return np.block([[c11 * kx + g * ky, kxy], [kxy.T, c11 * ky + g * kx]])


def edge_give(n, arm_wanted):
    """Rows: displacement, rotation, lift of the edge.
    Columns: unit membrane strain, unit curvature in the free scale."""
    near = np.r_[0, np.geomspace(0.02, B, n)]
    far = np.r_[0, np.geomspace(0.02, 200.0, n + 6)]
    film = np.r_[0, np.geomspace(0.02, 0.5, n // 2), 0.75, 1.0]
    xe = np.r_[B - near[::-1], B + far[1:]]
    ye = np.r_[-far[::-1], film[1:]]
    x, y = with_midpoints(xe), with_midpoints(ye)
    tip, face = 2 * (len(near) - 1), 2 * (len(far) - 1)
    cut = int(np.argmin(np.abs(xe - (B - arm_wanted))))
    arm = B - xe[cut]
    lower = np.arange(len(x) * len(y)).reshape(len(x), len(y))
    upper = lower.copy()
    upper[:tip, face] = lower.size + np.arange(tip)   # open interface
    count = lower.size + tip
    rows, cols, vals = [], [], []
    young_film = 1 - nu**2
    for i in range(len(xe) - 1):
        for j in range(len(ye) - 1):
            in_film = 2 * j >= face
            if in_film and i < cut:
                continue
            grid = upper if in_film else lower
            nodes = grid[2*i:2*i+3, 2*j:2*j+3].ravel()
            dof = np.r_[nodes, nodes + count]
            props = ((young_film, nu) if in_film
                     else (young_film * E_alloy / E, nu_alloy))
            ke = element(xe[i+1] - xe[i], ye[j+1] - ye[j], *props)
            rows.append(np.repeat(dof, 18))
            cols.append(np.tile(dof, 18))
            vals.append(ke.ravel())
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    K = coo_matrix((np.concatenate(vals), (rows, cols)),
                   shape=(2 * count, 2 * count)).tocsr()
    fixed = np.r_[lower[0, :face + 1], lower[:, 0] + count]
    free = np.setdiff1d(np.unique(rows), fixed)
    load = np.zeros((2 * count, 2))
    for j in range(face // 2, len(ye) - 1):
        nodes = upper[2 * cut, 2*j:2*j+3]
        yy = y[2*j:2*j+3]
        stress = np.column_stack([np.ones(3), -(yy - 0.5)])
        load[nodes] -= (ye[j+1] - ye[j]) * mass @ stress
    u = np.zeros_like(load)
    u[free] = splu(K[free][:, free].tocsc()).solve(load[free])
    mid = int(np.argmin(np.abs(y - 0.5)))
    beside = int(np.argmin(np.abs(x - 2 * B)))
    strain, curv = np.array([1.0, 0.0]), np.array([0.0, 1.0])
    shift = -load[:, 0] @ u + strain * arm
    turn = -12 * load[:, 1] @ u + curv * arm
    lift = (u[upper[2 * cut, mid] + count] - u[upper[beside, mid] + count]
            + turn * arm - curv * arm**2 / 2)
    return np.array([shift, turn, lift])


def compliant_buckle(give):
    """sigma0 and remaining compression (GPa) for edges that give."""
    def miss(z):
        A, q, e = z[0] * H / 2, z[1] * np.pi / B, z[2] * (H / B)**2
        curvature = -A * q**2 * np.cos(q * B)
        shift, turn, lift = give @ np.array([e, curvature])
        arc = 0.5 * A**2 * q**2 * (B / 2 - np.sin(2 * q * B) / (4 * q))
        return [(-A * q * np.sin(q * B) - turn) * B / H,
                (A * (1 - np.cos(q * B)) + lift) / H - 1,
                (e - shift / B - arc / B) * (B / H)**2]
    z = fsolve(miss, [1.0, 0.97, 0.6], xtol=1e-12)
    assert np.max(np.abs(miss(z))) < 1e-8
    left = (z[1] * np.pi / B)**2 / 12
    return Ep * (z[2] * (H / B)**2 + left), Ep * left


assert np.allclose(compliant_buckle(np.zeros((3, 2))), [s0, sc], rtol=1e-7)
give = edge_give(22, 5.0)
s0_give, sc_give = compliant_buckle(give)
s0_coarse, _ = compliant_buckle(edge_give(14, 5.0))
s0_long, _ = compliant_buckle(edge_give(22, 8.0))
assert abs(s0_coarse / s0_give - 1) < 0.01   # mesh
assert abs(s0_long / s0_give - 1) < 0.01     # place where the load is applied
assert 0.6 * s0 < s0_give < s0 and sc_give < sc

# ---- rough size of the surface flaw that the crest tension allows
crest = bending - sc
flaw_nm = (toughness / (1.12 * crest * 1e3))**2 / np.pi * 1e9

print(f"thickness h                          {h:.1f} um")
print(f"half-width b                         {b:.1f} um")
print(f"crest height d                       {d:.1f} um")
print(f"Young's modulus E                    {E:.0f} GPa")
print(f"Poisson ratio                        {nu:.2f}")
print(f"plane-strain modulus E'              {Ep:.2f} GPa")
print(f"biaxial modulus E/(1-nu)             {E/(1-nu):.2f} GPa")
print(f"d/h                                  {d/h:.3f}")
print(f"h/b                                  {h/b:.5f}")
print(f"remaining compression sigma_c        {sc:.3f} GPa")
print(f"released strain, quadrature          {100*mean_release:.4f} %")
print(f"released compression                 {released:.3f} GPa")
print(f"PREBUCKLING COMPRESSION sigma0       {s0:.3f} GPa")
print(f"same                                 {1e3*s0:.0f} MPa")
print(f"prebuckling biaxial strain           {100*eps0:.3f} %")
print(f"ratio sigma0/sigma_c                 {s0/sc:.4f}")
print(f"compression along the buckle         {along:.3f} GPa")
print(f"peak bending stress                  {bending:.3f} GPa")
print(f"tension at outer face of crest       {crest:.3f} GPa")
print(f"compression at inner face of crest   {bending+sc:.3f} GPa")
print(f"largest slope                        {np.pi*d/(2*b):.4f}")
print(f"log sensitivity to h                 {sens[0]:.3f}")
print(f"log sensitivity to b                 {sens[1]:.3f}")
print(f"log sensitivity to d                 {sens[2]:.3f}")
print(f"slip: full width used as b           {infer(h, 2*b, d):.3f} GPa")
print(f"sigma0, finite rotations             {s0_finite:.3f} GPa")
print(f"formula error from finite slope      {100*err[0]:.2f} %")
print(f"formula error, shallow buckle        {100*err_shallow[0]:.4f} %")
print(f"alloy modulus (rough)                {E_alloy:.0f} GPa")
print(f"alloy Poisson ratio (rough)          {nu_alloy:.2f}")
print(f"sigma0 with elastic edges            {s0_give:.2f} GPa")
print(f"sigma_c with elastic edges           {sc_give:.2f} GPa")
print(f"change of sigma0 from elastic edges  {100*(s0_give/s0-1):.1f} %")
print(f"mesh change of that sigma0           {100*(s0_coarse/s0_give-1):.2f} %")
print(f"arm change of that sigma0            {100*(s0_long/s0_give-1):.2f} %")
print(f"expansion mismatch (rough)           {mismatch*1e6:.1f} 1e-6/K")
print(f"cooling giving the strain, clamped   {eps0/mismatch:.0f} K")
print(f"same, elastic edges                  "
      f"{(1-nu)*s0_give/E/mismatch:.0f} K")
print(f"alumina toughness (rough)            {toughness:.1f} MPa m^0.5")
print(f"tolerable crest flaw depth (rough)   {flaw_nm:.0f} nm")
print("verified")
```

Running it gives:

```
thickness h                          2.0 um
half-width b                         30.0 um
crest height d                       3.0 um
Young's modulus E                    380 GPa
Poisson ratio                        0.25
plane-strain modulus E'              405.33 GPa
biaxial modulus E/(1-nu)             506.67 GPa
d/h                                  1.500
h/b                                  0.06667
remaining compression sigma_c        1.482 GPa
released strain, quadrature          0.6169 %
released compression                 2.500 GPa
PREBUCKLING COMPRESSION sigma0       3.982 GPa
same                                 3982 MPa
prebuckling biaxial strain           0.786 %
ratio sigma0/sigma_c                 2.6875
compression along the buckle         3.357 GPa
peak bending stress                  6.667 GPa
tension at outer face of crest       5.186 GPa
compression at inner face of crest   8.149 GPa
largest slope                        0.1571
log sensitivity to h                 0.744
log sensitivity to b                 -2.000
log sensitivity to d                 1.256
slip: full width used as b           0.995 GPa
sigma0, finite rotations             3.963 GPa
formula error from finite slope      0.49 %
formula error, shallow buckle        0.0049 %
alloy modulus (rough)                200 GPa
alloy Poisson ratio (rough)          0.30
sigma0 with elastic edges            3.30 GPa
sigma_c with elastic edges           1.40 GPa
change of sigma0 from elastic edges  -17.1 %
mesh change of that sigma0           0.00 %
arm change of that sigma0            0.00 %
expansion mismatch (rough)           7.0 1e-6/K
cooling giving the strain, clamped   1123 K
same, elastic edges                  931 K
alumina toughness (rough)            3.5 MPa m^0.5
tolerable crest flaw depth (rough)   116 nm
verified
```
